# Double-exchange splitting of one electron shared by two quantum spins, part 2

One electron moves between two equivalent sites, a and b, each with a core spin $S$. Its spin operator is $\mathbf s$, and those of the cores are $\mathbf S_a$ and $\mathbf S_b$, all in units of $\hbar$. The Hamiltonian is

$$
H=-t\sum_\sigma\left(c^\dagger_{a\sigma}c_{b\sigma}+c^\dagger_{b\sigma}c_{a\sigma}\right)-J_H\left(n_a\,\mathbf S_a\cdot\mathbf s+n_b\,\mathbf S_b\cdot\mathbf s\right),
$$

where $n_a$ and $n_b$ count the electron on each site, $t>0$ and $J_H>0$. In the ideal model $J_H\to\infty$, the sites do not distort, and the cores are not directly coupled.

In a locked state the electron and the core on its site form spin $J=S+1/2$, with $\mathbf S\cdot\mathbf s=S/2$. Energies are measured from the locked on-site energy $-J_HS/2$. The projector on the locked state of site a is

$$
P_a=\frac{S+1+2\,\mathbf S_a\cdot\mathbf s}{2S+1}.
$$

The total spin $S_T=\frac12,\frac32,\dots,2S+\frac12$ and its projection $M$ are conserved. For given $S_T$ and $M$ there is one locked spin state for each electron position, $v_a$ or $v_b$. The kets $|a\rangle$ and $|b\rangle$ denote the position.

The operator $X$ exchanges the core spins. With the cores combined to spin $S_0$, it equals $\eta$ for $S_0=S_T-1/2$ and $-\eta$ for $S_0=S_T+1/2$, where

$$
\eta=(-1)^{2S-S_T+1/2}.
$$

For the highest total spin, $S_T=2S+1/2$, only the first value of $S_0$ exists. The overlap and the levels are

$$
\langle v_a|v_b\rangle=\eta c,\qquad c=\frac{S_T+\frac12}{2S+1},
$$

$$
E_\pm=\pm\,t\,\frac{S_T+\frac12}{2S+1}.
$$

Each level has $2S_T+1$ projections. Direct diagonalization of the hopping in the locked space confirmed the levels. For classical cores at an angle $\theta$, the factor $c$ is replaced by $\cos(\theta/2)$, identified with $S_T/(2S)$ for $S_T\le2S$.

## Corrections and a manganese pair

Two sites with core spin $S$ share one electron with hopping energy $t$. For infinite Hund coupling and total spin $S_T$, the levels are $\pm tc$ with $c=(S_T+1/2)/(2S+1)$, measured from the locked on-site energy. The upper Hund multiplet lies higher by $\Delta=J_H(2S+1)/2$. The locked spin states on the two sites are $v_a$ and $v_b=Xv_a$, where $X$ exchanges the cores, and $\langle v_a|X|v_a\rangle=\eta c$ with $\eta=\pm1$. The operator $P_a$ projects on the locked state of site a.

A pair of manganese ions in a doped manganite, one Mn³⁺ and one Mn⁴⁺, is a case of this kind. Three electrons on each ion form a core with $S=3/2$, and one further electron, in an $e_g$ orbital, is shared. I take $t=0.20$ eV as a rough typical value. The factor $c$ is 1/4, 1/2, 3/4 and 1 for $S_T=1/2$, 3/2, 5/2 and 7/2. The splittings $2tc$ are therefore 100, 200, 300 and 400 meV. The lower level of $S_T=7/2$ lies at $-200$ meV and that of $S_T=5/2$ at $-150$ meV. The step between them, $t/(2S+1)=50$ meV, corresponds to 580 K.

At 300 K, where $kT=25.85$ meV, each step of 50 meV multiplies the Boltzmann factor by $e^{-50/25.85}=0.145$. The multiplicities are 8, 6, 4 and 2, and the upper levels are too high to matter. The share of the highest spin is

$$
\frac{8}{8+6(0.145)+4(0.145)^2+2(0.145)^3}=0.893 .
$$

Without any coupling it would be $8/20=0.40$. The ideal model thus predicts a pair that is mostly aligned at room temperature. We now ask how far this survives when its assumptions are relaxed.

Begin with finite Hund coupling. The reflection that exchanges sites and cores commutes with $H$, so we may look for states of the form $\bigl(|a\rangle\chi+p|b\rangle X\chi\bigr)/\sqrt2$ with parity $p=\pm1$ and an unknown spin state $\chi$. Hopping brings $p|b\rangle X\chi$ to site a with the factor $-t$. The Hund energy on site a is $\Delta$ for the unlocked part of $\chi$. The component of the energy equation on site a is therefore $h_p\chi=E\chi$ with

$$
h_p=\Delta(1-P_a)-tp\,X .
$$

The component on site b is the same equation multiplied by $pX$.

For $S_T\le2S-1/2$ there are two spin states, $v_a$ and an unlocked state $u_a$ orthogonal to it. Because $X$ has eigenvalues $+1$ and $-1$ here, its trace vanishes, and $\langle u_a|X|u_a\rangle=-\eta c$. Because $X^2=1$, the off-diagonal element $k=\langle u_a|X|v_a\rangle$ obeys $c^2+|k|^2=1$. In the basis $v_a,u_a$,

$$
h_p=\begin{pmatrix}-tp\eta c&-tpk^*\\-tpk&\Delta+tp\eta c\end{pmatrix}.
$$

The trace is $\Delta$. The determinant is

$$
-tp\eta c\,\Delta-t^2c^2-t^2(1-c^2)=-tp\eta c\,\Delta-t^2 .
$$

With $q=p\eta=\pm1$, the two lower levels are

$$
E_q=\frac{\Delta}{2}-\sqrt{\frac{\Delta^2}{4}+t^2+q\,tc\,\Delta}.
$$

For large $\Delta$, write the root as $(\Delta/2)\sqrt{1+z}$ with $z=4qtc/\Delta+4t^2/\Delta^2$, and use $\sqrt{1+z}\approx1+z/2-z^2/8$. Up to first order in $1/\Delta$ this gives

$$
E_q\approx-q\,tc-\frac{t^2(1-c^2)}{\Delta}.
$$

The second term describes a brief visit to the upper Hund multiplet. To this order it lowers both levels equally and leaves the splitting at $2tc$. The highest total spin has no unlocked state, and its levels remain at $\pm t$. Finite Hund coupling therefore helps the lower spins and weakens the preference for alignment.

For the manganese pair I take $J_H=1.25$ eV, so that $\Delta=2.5$ eV. For $S_T=5/2$ the second-order shift is $-0.04\times0.4375/2.5$ eV, or $-7.0$ meV. Diagonalization gives a level at $-156.2$ meV, a shift of $-6.2$ meV, and the difference comes from higher orders in $t/\Delta$. The step to the highest spin shrinks from 50 to 43.8 meV.

The cores may also be coupled directly by $J_{AF}\,\mathbf S_a\cdot\mathbf S_b$, which favours antiparallel cores for $J_{AF}>0$. In a locked state on site a, the core is part of a spin $\mathbf J=\mathbf S_a+\mathbf s$ with $J=S+1/2$. Within one multiplet a vector operator is proportional to $\mathbf J$, so $\mathbf S_a$ acts as $\alpha\mathbf J$ with

$$
\alpha=\frac{\mathbf S_a\cdot\mathbf J}{J(J+1)}=\frac{S(S+1)+S/2}{(S+\frac12)(S+\frac32)}=\frac{2S}{2S+1}.
$$

Here $\mathbf S_a\cdot\mathbf s=S/2$ was used, and the numerator is $S(S+3/2)$. Since $\mathbf J$ and $\mathbf S_b$ combine to $S_T$,

$$
\langle\mathbf S_a\cdot\mathbf S_b\rangle=\frac{S}{2S+1}\left[S_T(S_T+1)-\left(S+\tfrac12\right)\left(S+\tfrac32\right)-S(S+1)\right].
$$

The value is the same with the electron on site b, by reflection, and core exchange does not move the electron. Both levels of given $S_T$ are thus shifted equally. The bracket changes by $2S_T$ between $S_T-1$ and $S_T$, so for the lower levels

$$
E(S_T)-E(S_T-1)=\frac{-t+2S\,S_T\,J_{AF}}{2S+1}.
$$

This is negative for every step if it is negative for the largest $S_T$. For the rigid pair with infinite $J_H$, the highest spin is therefore the ground state if

$$
J_{AF}<\frac{t}{2S\left(2S+\frac12\right)} .
$$

For the example the limit is $0.20/(3\times3.5)$ eV, or 19 meV. I take $J_{AF}=2$ meV, again a rough typical size. It raises the highest spin by $2\times\frac38\times6=4.5$ meV and lowers $S_T=5/2$ by 0.75 meV, so that the step is 44.75 meV if this is the one correction made.

A difference $\varepsilon$ between the two site energies, such as a nearby charged defect may cause, adds $\pm\varepsilon/2$ on the diagonal of the two-state problem. The levels become $\pm\sqrt{\varepsilon^2/4+t^2c^2}$. With $\varepsilon=0.1$ eV the step is 48 meV, a small change because $\varepsilon/2$ is well below $tc$ for the two highest spins.

The lattice is a different matter. An electron on an ion pushes the surrounding oxygen ions outwards, and this distortion lowers its energy. Describe the difference between the distortions of the two sites by a dimensionless coordinate $x$. Let the elastic and site energies together be $\lambda(x+\frac12)^2$ with the electron on a and $\lambda(x-\frac12)^2$ with it on b. If the electron is moved from a to b while the lattice stays at $x=-1/2$, the energy rises by $\lambda$, which is the reorganisation energy. The mean of the two parabolas is $\lambda x^2+\lambda/4$, and half their difference is $\lambda x$. The hopping does not change $S_T$, so for each total spin the adiabatic energies are

$$
U_\pm(x)=\lambda x^2+\frac{\lambda}{4}\pm\sqrt{\lambda^2x^2+t^2c^2}.
$$

At $x=0$, the symmetric geometry, the gap is $2tc$. This is where the double-exchange splitting applies. The extrema of the lower surface follow from

$$
\frac{dU_-}{dx}=2\lambda x-\frac{\lambda^2x}{\sqrt{\lambda^2x^2+t^2c^2}}=0 .
$$

One solution is $x=0$. The other has the root equal to $\lambda/2$, so that $x^2=1/4-t^2c^2/\lambda^2$, and it exists if $tc<\lambda/2$. The energy there is

$$
U_{\min}=\lambda\left(\frac14-\frac{t^2c^2}{\lambda^2}\right)+\frac\lambda4-\frac\lambda2=-\frac{t^2c^2}{\lambda}.
$$

It lies below $U_-(0)=\lambda/4-tc$ by the barrier

$$
\frac\lambda4-tc+\frac{t^2c^2}{\lambda}=\frac{(\lambda/2-tc)^2}{\lambda}.
$$

The electron is then held more on one site than on the other by its own distortion, with weight $\frac12+|x|$ on the favoured site. For $tc$ well below $\lambda/2$ it sits almost wholly on one site and forms a small polaron. The vertical gap at the minimum is twice the root, which equals $\lambda$ whatever the total spin. An optical transition from the relaxed pair would therefore show $\lambda$ and not $2tc$. If $tc\ge\lambda/2$, the minimum stays at $x=0$ and the electron is shared evenly.

With $\lambda=1.0$ eV, $tc$ is at most 0.2 eV, below the threshold of 0.5 eV, so the electron is trapped for every $S_T$. The energies of the minima are $-2.5$, $-10$, $-22.5$ and $-40$ meV. They depend on the square of $c$, and the last step is 17.5 meV, about a third of the rigid value. The barrier falls from 202.5 meV for $S_T=1/2$ to 90 meV for $S_T=7/2$, so aligned spins still make it easier for the polaron to move.

The ions are quantum particles and can tunnel through the barrier. Let the coordinate $x$ oscillate with quantum $\hbar\omega$ and effective mass $m$. From $\lambda x^2=\frac12m\omega^2x^2$ we have $m\omega^2=2\lambda$. For weak hopping, the lattice ground states of the two parabolas are Gaussians whose centres are a distance 1 apart, and their overlap is

$$
\exp\left(-\frac{m\omega}{4\hbar}\right)=\exp\left(-\frac{\lambda}{2\hbar\omega}\right).
$$

The splitting of the lowest pair of levels is then $2tc\,e^{-\lambda/2\hbar\omega}$. With $\hbar\omega=60$ meV the exponential is $2.4\times10^{-4}$. For $S_T=1/2$ the estimate is 0.024 meV, and diagonalization with the quantum lattice gives 0.028 meV. For $S_T=7/2$ the estimate is 0.096 meV, but diagonalization gives 0.61 meV. At this larger value of $tc$, the weak-hopping formula is too small by a factor of six. The lowest levels, with the zero-point energy of the free oscillator removed, are $-24.2$ meV for $S_T=5/2$ and $-43.3$ meV for $S_T=7/2$. The step of 19 meV is close to the classical 17.5 meV.

With the step so reduced, finite Hund coupling and core exchange weigh more. The two sites are again taken as equivalent, $\varepsilon=0$. On the relaxed lattice, a visit to the upper Hund multiplet of the other site costs about $\lambda+\Delta$, so second-order theory with a frozen lattice gives the shift $-t^2(1-c^2)/(\lambda+\Delta)$. For $S_T=5/2$ this is $-0.0175/3.5$ eV, or $-5.0$ meV, and core exchange adds $-0.75$ meV. The sum, $-24.2-5.0-0.75=-30.0$ meV, agrees with the $-30.05$ meV found when finite Hund coupling, core exchange and the quantum lattice are diagonalized together. For $S_T=7/2$ core exchange alone acts, and the level is at $-43.3+4.5=-38.8$ meV. The remaining step is 8.7 meV, about a sixth of the ideal 50 meV. At 300 K the share of the highest spin drops from 0.893 to 0.52, not far above the value of 0.40 for uncoupled spins. Even this small preference depends on the parameters. A site offset of 0.1 eV would reduce the step to 6.6 meV, and without an offset the step changes sign when $J_{AF}$ reaches about 5.3 meV, far below the limit of 19 meV for the rigid pair. At that value all four total spins lie within a few hundredths of a meV of one another, and slightly above it the lowest level is that of $S_T=1/2$.

A manganese ion has two $e_g$ orbitals. In a straight bond with one active orbital per site, an electron in the other orbital does not hop and has energy zero in the rigid model. If the two were degenerate, the idle orbital would hold 0.2 % of the weight at 300 K, because it lies 200 meV above the ground level. On the relaxed lattice this protection is weaker. If the idle state couples to the lattice in the same way, its minimum is at zero, 40 meV above that of $S_T=7/2$. Leaving it out then requires a local distortion that splits the two orbitals by well more than $kT$.

In real manganites the hopping energy is a few tenths of an eV, the Hund gap a few eV and the core exchange a few meV, so these parameters lie in the usual range. The reorganisation energy is the least certain. The value of 1 eV was chosen because the barriers for the two highest spins, 90 and 122.5 meV, are then of the rough size, 0.1 eV, of the activation energies for hopping in the paramagnetic phase. Of the assumptions relaxed here one at a time, the rigid lattice matters most for these parameters: relaxing it takes the step from 50 to 19 meV. This outcome depends strongly on $t$, and 0.20 eV is at the low end of the range. With the other values unchanged, $t=0.3$ eV gives a combined step of 28 meV and a share of 0.73 for the highest spin, and $t=0.4$ eV gives 54 meV and 0.88; at $t=0.4$ eV the lattice alone (100 to 79 meV) no longer outweighs finite Hund coupling alone (100 to 78 meV). Nor does the barrier fix the result: $t=0.4$ eV with $\lambda=1.5$ eV has a barrier of 82 meV for the highest spin, a combined step of 26 meV and a share of 0.73. A crystal also offers each electron several neighbours, which favours spreading over trapping, and bent bonds reduce $t$. The pair therefore shows how the spin dependence arises and what weakens it, but its step is not an estimate of a Curie temperature. The levels for every total spin and each correction are listed in the numerical output.

## Calculated quantities

```
largest error of E/t, S = 1/2 to 5/2: 3.4e-15
largest |c - cos(theta/2)| for S = 1.0: 0.0833
largest |c - cos(theta/2)| for S = 2.5: 0.0667
largest |c - cos(theta/2)| for S = 5.0: 0.0409
Mn3+/Mn4+ pair, rough typical parameters
core spin S = 1.5, hopping t = 0.20 eV
Hund coupling J_H = 1.25 eV, Hund gap = 2.50 eV
core exchange J_AF = 2.0 meV
reorganisation energy = 1.00 eV, phonon = 60 meV
site offset = 0.10 eV, T = 300 K, kT = 25.85 meV
S_T, c, lower level, upper level, splitting (meV)
0.5  0.2500  -50.0  50.0  100.0
1.5  0.5000  -100.0  100.0  200.0
2.5  0.7500  -150.0  150.0  300.0
3.5  1.0000  -200.0  200.0  400.0
lowest level (meV): S_T, finite Hund, core exchange, site offset
0.5  -64.34  -56.75  -70.71
1.5  -111.07  -104.50  -111.80
2.5  -156.24  -150.75  -158.11
3.5  -200.00  -195.50  -206.16
lattice (meV): S_T, relaxed minimum, barrier, vertical gap; x
0.5  -2.50  202.50  1000.0;  0.4975
1.5  -10.00  160.00  1000.0;  0.4899
2.5  -22.50  122.50  1000.0;  0.4770
3.5  -40.00  90.00  1000.0;  0.4583
quantum lattice (meV): S_T, lowest level, tunnel splitting,
  lowest level with finite Hund and core exchange added
0.5  -2.69  0.0276  -20.19
1.5  -10.74  0.0815  -23.88
2.5  -24.22  0.2210  -30.05
3.5  -43.27  0.6076  -38.77
energy step from S_T = 7/2 up to S_T = 5/2:
  ideal model: 50.00 meV = 580 K
  finite Hund coupling: 43.76 meV
  core exchange: 44.75 meV
  site offset: 48.04 meV
  classical relaxed lattice: 17.50 meV
  quantum lattice: 19.05 meV
  quantum lattice, Hund, exchange: 8.72 meV
critical core exchange, rigid pair: 19.05 meV
share of S_T = 7/2, no coupling: 0.400
share of S_T = 7/2 at T, ideal model: 0.893
share of S_T = 7/2 at T, lattice, Hund, exchange: 0.521
share in idle degenerate orbital at T: 0.0019
```
